Weakest-Link Scaling of Weibull Lifetimes in Copper Interconnects

Two neighbouring copper lines are held at different voltages, and the insulator between them eventually breaks down. Breakdown at one place shorts the whole pair. A reliability test is made on a short structure, but the lifetime is wanted for a much longer one with the same lines, spacing, voltage and temperature. The longer structure has more places at which the first short can form, so it should fail sooner. How much sooner, and does the form of the lifetime distribution change?

**The model**

Divide the long structure into N equal segments, each as long as the test structure. Let T₁, …, T_N be the times at which the segments would break down. The structure fails with its first segment, so its lifetime is

M = min(T₁, …, T_N).

Each segment has the Weibull survival probability

S(t) = P(T > t) = exp[−(t/η)^β], t ≥ 0, (1)

with η > 0 and β > 0. At t = η the survival probability is 1/e, so the characteristic lifetime η is the time by which a fraction 1 − 1/e has failed. The number β is the shape. The segments are taken as independent and identical, and the stress is constant. The claim is that M is again Weibull, with the same β and with

η_N = η N^(−1/β). (2)

**First derivation: multiply survival probabilities**

The smallest of several numbers exceeds t if and only if every one of them does. Therefore

S_N(t) = P(M > t) = P(T₁ > t, …, T_N > t).

Independence turns the joint probability into a product, and identity makes the N factors equal:

S_N(t) = [S(t)]^N = exp[−N(t/η)^β].

To absorb N into the time scale, write N = (N^(1/β))^β. Then

N(t/η)^β = (N^(1/β) t/η)^β = [t/(η N^(−1/β))]^β,

S_N(t) = exp[−(t/η_N)^β], η_N = η N^(−1/β).

This is form (1) with the same shape. No other pair of Weibull parameters describes the same function, because for t > 0

ln[−ln S_N(t)] = β ln t − β ln η + ln N.

Against ln t this is a straight line. Its slope is the shape, and its zero lies at ln t = ln η − (ln N)/β = ln η_N. Adding segments raises the line by ln N without tilting it. The horizontal shift is the vertical shift divided by the slope, which is the origin of the power 1/β.

For β = 1 the lifetime falls as 1/N. For β > 1 it falls more slowly, and as β → ∞ at fixed N the reduction factor tends to 1: all segments then fail at nearly the same time, and having more of them hardly matters. For β < 1 it falls faster than 1/N.

**Second derivation: add failure rates**

The second route follows the structure through time. The hazard h(t) is the probability per unit time that a segment fails just after t, given that it has survived until t:

h(t) = −(dS/dt)/S = −d ln S/dt.

From (1), −ln S = (t/η)^β, so

h(t) = (β/η)(t/η)^(β−1). (3)

Suppose that all N segments are intact at time t > 0. Each survives a further short time dt with probability

S(t + dt)/S(t) = 1 − h(t) dt + o(dt),

where o(dt) vanishes faster than dt. Because the segments are independent, all survive with probability

[1 − h(t) dt + o(dt)]^N = 1 − N h(t) dt + o(dt).

Terms with two failures in the same interval are of order dt² and drop out. Multiplying by S_N(t), the probability of having reached t with all segments intact, gives

S_N(t + dt) = S_N(t)[1 − N h(t) dt + o(dt)],

and hence

dS_N/dt = −N h(t) S_N(t), S_N(0) = 1.

Divide by S_N and integrate from 0 to t:

ln S_N(t) = −N ∫₀ᵗ (β/η)(t′/η)^(β−1) dt′ = −N(t/η)^β.

The integral converges at its lower end for every β > 0, even though h diverges there when β < 1. The result is the same survival function as before.

Here the shape is unchanged because multiplying the hazard (3) by a constant leaves its power of time, β − 1, unchanged. Physically, N segments offer N times the rate of first failure at each moment.

**What each derivation assumes**

The first derivation needs no density and no rate. Its step S_N = S^N holds for any common lifetime law; the Weibull form enters afterwards, when N is absorbed into the time scale. The second needs a differentiable survival function, but it shows at which moment an assumption acts.

Neither uses the full strength of independence. The first needs the joint survival probability to factorize when all N times are set to the same t. The second needs the rate of first failure, given that all segments are intact, to be N h(t). For differentiable survival functions these conditions are equivalent, since integrating −d ln S_N/dt = N h gives S_N = S^N, and differentiating leads back. What the first breakdown does to the remaining segments is therefore irrelevant to M. A common influence that acts before the first breakdown does matter.

The rate argument extends directly to unequal segments. If segment i has scale η_i and all share the shape β, the hazards add, and integration gives

S_N(t) = exp[−Σᵢ (t/η_i)^β], η_eff^(−β) = Σᵢ η_i^(−β). (4)

The minimum is still Weibull. With unequal shapes, put H_i = (t/η_i)^(β_i). The slope of the line found above becomes

d ln(Σᵢ H_i)/d ln t = Σᵢ β_i H_i / Σᵢ H_i.

This average of the shapes has weights that change with time, so the minimum is no longer Weibull. A threshold also changes the result: if t in (1) is replaced by t − t₀, the scale of t − t₀ shrinks by N^(−1/β), but t₀ itself does not shrink.

**A comb of copper lines**

Take a segment with 1 mm of facing line length, η = 1000 h and β = 1.25, and a comb of N = 1000 segments, or 1000 mm. The reduction factor is

1000^(−1/1.25) = 1000^(−0.8) = 0.003981,

η_N = 1000 h × 0.003981 = 3.98 h, or 239 min.

Solving S_N = 1/2 gives the median η_N(ln 2)^(1/β) = 2.97 h, against 746 h for one segment. For the mean, set u = (t/η_N)^β. Since P(u > x) = exp(−x), u is exponential with mean 1, and

E[M] = η_N ∫₀^∞ u^(1/β) e^(−u) du = η_N Γ(1 + 1/β) = 3.71 h.

At 1 h one segment has failed with probability F₁ = 1 − exp[−(1/1000)^1.25] = 1.78 × 10⁻⁴. For the comb,

F_N = 1 − (1 − F₁)^N = 0.163.

In a simulation that drew all 1000 segment lifetimes for each of 20000 combs, the fraction failed by 1 h was 0.164. A Weibull fit to the simulated minima gave η_N = 3.97 h and shape 1.239. The shape lies 0.9 percent below 1.25, about 1.7 of its standard errors. For two segments, a double integral over the joint density gave a mean minimum of 0.534940 η, equal to 2^(−1/β) Γ(1 + 1/β) η to the digits shown.

The reduction draws on a remote part of the segment distribution. At t = η_N, (t/η)^β = 1/N, so a single segment has failed with probability

1 − exp(−1/N) = 1.0 × 10⁻³.

A test on 50 short structures will rarely see this tail. The Weibull law supplies it by extrapolation.

**How well must the shape be known?**

Suppose that η and β are estimated by maximum likelihood from n complete segment lifetimes. Put a = ln η, L = ln t − a and u = e^(βL), which is again exponential with mean 1. The logarithm of the density is

ln f = ln β + βL − u − ln t.

Its derivative with respect to a is β(u − 1), and with respect to β it is 1/β + L(1 − u). The information per lifetime is the mean product of these derivatives or, equivalently, minus the mean second derivative. The required averages are E[u^k ln u] = Γ′(k + 1), with Γ′(1) = −γ, Γ′(2) = 1 − γ and Γ′(3) = 3 − 2γ, where γ is Euler's constant, and E[u(ln u)²] = Γ″(2) = (1 − γ)² + π²/6 − 1. Thus

I_aa = β² E[(u − 1)²] = β²,

I_aβ = −E[(u − 1)² ln u] = −[(3 − 2γ) − 2(1 − γ) − γ] = −(1 − γ),

I_ββ = E[1/β² + L²u] = [π²/6 + (1 − γ)²]/β².

The determinant is π²/6. Inverting the matrix and dividing by n gives the large-sample variances

Var(a) = [1 + 6(1 − γ)²/π²]/(nβ²),
Var(β) = 6β²/(π²n),
Cov(a, β) = 6(1 − γ)/(π²n).

Since ln η_N = a − (ln N)/β, a small error in it is δa + (ln N/β²) δβ. Squaring and averaging,

Var(ln η_N) = [1 + (6/π²)(1 − γ + ln N)²]/(nβ²).

For n = 50 the standard error is 0.656, and repeated simulated fits gave 0.659. At this sample size the fitted shape also averages about 1.29, which biases ln η_N upward by about 0.09, small against the standard error. One standard error is thus a factor of 1.93 in the predicted lifetime, even if every assumption of the model holds.

**Variation in line spacing**

Let the field be 3 MV/cm, from 9 V across 30 nm, and let the lifetime vary as exp(−gE) with g = 4 cm/MV. Since E is inversely proportional to spacing, a spacing standard deviation of 1 nm gives, to first order, a standard deviation of ln lifetime of

s = gE × (1 nm/30 nm) = 4 × 3/30 = 0.40.

Its effect depends on where the variation lies. If it is shared by all segments of one structure, every lifetime in that structure is multiplied by the same random factor e^Z, with Z normal, of mean zero and standard deviation s. Write S_Z for the survival probability of a segment at fixed Z. Then a comb survives with probability E[S_Z^N], which is at least (E[S_Z])^N because x^N is convex. The product rule applied to the mixed population therefore underestimates survival.

The variance of ln u is π²/6, so for one segment

Var(ln T) = π²/(6β²) + s².

Converting this broadened variance into a Weibull shape gives 1.165 instead of 1.25. A maximum-likelihood fit gives a different value, because the mixed population is not Weibull: in a large sample about 1.10, for which the reduction factor is only 0.47 times the correct one. With the shape 1.165, the reduction factor is 0.667 times the correct one, so the predicted lifetime is too short. Two sizes give a better route. The common factor does not move the mean of ln T, which still shifts by −(ln N)/β between one segment and N, so

β = ln N/(E[ln T] − E[ln M]).

Simulated lifetimes with shared variation gave 1.249 by this formula.

If the same spread instead lies between segments within a comb, (4) applies. If ln η_i is taken as normal with standard deviation s, which for normal spacings is a first-order approximation, the average of (η_i/η)^(−β) over many segments approaches exp(β²s²/2), where η is the median scale. Raising this to the power −1/β multiplies η_N by exp(−βs²/2) = 0.905, relative to a comb whose segments all have the median scale. The curvature of E against spacing, neglected here, lowers the mean of ln η_i by about gE × (1 nm/30 nm)² = 0.013, which is of the same order in the spacing spread; with normal spacings and exp(−gE) kept in full, the factor is 0.889. The two-size formula is no longer exact in this case: its denominator gains βs²/2 = 0.10, and it returns 1.228 instead of 1.25.

**The real case and its tail**

The parameters are round, rough values for an accelerated breakdown test. The field is far above that of ordinary use: 1 V across 30 nm is about 0.3 MV/cm. Equation (2) compares sizes at fixed stress; it does not convert a test lifetime into a lifetime in use. Temperature must also match. With an Arrhenius lifetime and an activation energy of 0.50 eV, a comb 2 K hotter than the segments at 398 K has its η_N multiplied by 0.930. The result should not be carried over to electromigration, whose failure times are often described by a lognormal law, without first establishing the Weibull form.

Real structures can also contain rare defects. Let each segment be defective with probability p = 10⁻³, with the same shape but a characteristic lifetime of 1 h. If S_d is the survival function of a defective segment, the comb median solves

[(1 − p)S(t) + pS_d(t)]^N = 1/2.

It falls from 2.97 h to 0.84 h, a factor of 0.28. A comb contains one defective segment on average, whereas a sample of 50 test segments contains any with a probability of only 1 − 0.999⁵⁰ ≈ 0.05.

The assumed tail matters still more. Replace the Weibull segment law by a lognormal one with the same mean and standard deviation of ln T, namely ln η − γ/β and 1.026. The comb median is then the time at which a segment has failed with probability 1 − 2^(−1/N), about 7 × 10⁻⁴. It is 23.7 h, 8.0 times the Weibull value. The logarithm of the lognormal minimum has skewness −0.79 by integration over its density (−0.75 in a simulation of 6000 combs), whereas a lognormal variable would give zero, so this family does not keep its form. Among the departures sized here, the choice of tail moves the median most. Tests on structures of several lengths address it directly: for identical, independent Weibull segments, ln η_N must fall linearly with ln N, with slope −1/β. Spread between segments bends the line at small N: with s = 0.40 the slope of the 63 percent lifetime is −0.84 between N = 1 and 10, and it is within 0.005 of −0.80 beyond that. The remaining values are in the numerical output below.

Computed values

```
segment length: 1.0 mm
segments N: 1000
long comb facing length: 1000 mm
segment characteristic lifetime: 1000 h
shape beta: 1.25
reduction N^(-1/beta): 0.003981
long-comb characteristic lifetime: 3.981 h
same, converted: 238.9 min
segment median: 745.9 h
long-comb median: 2.969 h
long-comb mean: 3.708 h
early time: 1.0 h
segment fraction failed then: 1.7781e-04
long-comb fraction failed then: 0.1629
simulated long-comb fraction: 0.1641
segment fraction failed at eta_N: 9.9950e-04
simulated long combs: 20000
shape fitted to simulated minima: 1.2386
eta_N fitted to simulated minima: 3.972 h
largest CDF difference, simulation: 0.0092
two-segment mean/eta, integral: 0.534940
two-segment mean/eta, formula: 0.534940
voltage: 9.0 V
line spacing: 30.0 nm
spacing standard deviation: 1.0 nm
field: 3.00 MV/cm
field acceleration: 4.0 cm/MV
spacing-induced sd of ln lifetime: 0.400
apparent shape, shared variation: 1.1646
shape from two sizes, simulated: 1.2487
reduction error, apparent shape: factor 0.667
local spacing variation on eta_N: factor 0.905
temperature: 398.15 K
temperature rise: 2.0 K
activation energy: 0.50 eV
temperature rise on eta_N: factor 0.930
defect probability per segment: 1.0e-03
defect characteristic lifetime: 1.0 h
long-comb median with defects: 0.837 h
defects on median: factor 0.282
sd of ln lifetime, one segment: 1.0260
long-comb median, lognormal: 23.69 h
lognormal/Weibull median: 7.98
skewness of ln minimum, lognormal: -0.75
test structures in fit: 50
standard error of ln eta_N: 0.656
same, simulated fits: 0.659
one-standard-error factor: 1.93
```
